# Why the Channel Charge Does Not Vanish at Pinch-Off: a numerical check

```python
"""
Result under test: a MOSFET in saturation keeps a nonzero mobile charge at the
drain end, because current per width J = Q*v and the velocity v is bounded.
With u = VOV/(EC*L), the ratio r = Q_drain/Q_source at the onset of saturation is
  smooth law v = MU*E/(1+E/EC):   r = (1+u-sqrt(1+2u))/u
  hard law   v = min(MU*E, VSAT): r = (sqrt(1+u^2)-1)/u
Symbols: Q sheet charge magnitude (C/m^2), V channel potential, E = dV/dx,
VOV gate overdrive, COX oxide capacitance per area, EC = VSAT/MU,
lam = decay length of the longitudinal field in the quasi-2D Gauss law
  Q = COX*(VOV - V + lam^2 * V'').   SI units are used internally.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import e as Q_E, epsilon_0
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq, minimize_scalar

L, TOX, EPS_R = 1e-6, 5e-9, 3.9
VOV, VD_HIGH = 1.0, 2.0
MU, VSAT = 0.04, 1e5
COX = EPS_R * epsilon_0 / TOX
EC = VSAT / MU
DENS = 1.0 / (Q_E * 1e16)          # C/m^2 -> 1e12 electrons per cm^2


def smooth(field):
    return MU * field / (1 + field / EC)


def hard(field):
    return min(MU * field, VSAT)


def uncapped(field):
    return MU * field


def r_smooth(u):
    return (1 + u - math.sqrt(1 + 2 * u)) / u


def r_hard(u):
    return (math.sqrt(1 + u * u) - 1) / u


def current_smooth(vd, length):
    return MU * COX * (VOV * vd - vd**2 / 2) / (length + vd / EC)


# --- 1. Current below saturation: invert the velocity law numerically
nodes, weights = np.polynomial.legendre.leggauss(20)


def numeric_current(vd, speed):
    volts = 0.5 * vd * (nodes + 1)

    def excess_length(j):
        total = 0.0
        for v, w in zip(volts, weights):
            need = j / (COX * (VOV - v))
            log_e = brentq(lambda a: speed(math.exp(a)) - need, 0.0, 28.0)
            total += 0.5 * vd * w / math.exp(log_e)
        return total - L

    top = COX * (VOV - vd) * VSAT
    return brentq(excess_length, 0.01 * top, 0.99 * top, rtol=1e-10)


vd_test = 0.5
j_num_smooth = numeric_current(vd_test, smooth)
j_num_hard = numeric_current(vd_test, hard)
assert abs(j_num_smooth / current_smooth(vd_test, L) - 1) < 1e-6
j_hard_formula = MU * COX * (VOV * vd_test - vd_test**2 / 2) / L
assert abs(j_num_hard / j_hard_formula - 1) < 1e-6

# --- 2. Onset of saturation, for three channel lengths
table = []
for length in (1e-7, 1e-6, 1e-5):
    u = VOV / (EC * length)
    best = minimize_scalar(lambda v: -current_smooth(v, length) / COX / VSAT,
                           bounds=(0, VOV), method="bounded",
                           options={"xatol": 1e-11})
    r_num = 1 - best.x / VOV
    assert abs(r_num / r_smooth(u) - 1) < 1e-4
    # at the numerical maximum the drain carriers move at VSAT
    v_drain = current_smooth(best.x, length) / (COX * (VOV - best.x))
    assert abs(v_drain / VSAT - 1) < 1e-4
    # hard law: current by quadrature, then velocity at the drain end
    vd_h = VOV * (1 - r_hard(u))
    j_h = quad(lambda v: MU * COX * (VOV - v), 0, vd_h)[0] / length
    assert abs(j_h / (COX * (VOV - vd_h)) / VSAT - 1) < 1e-8
    table.append((length, u, r_smooth(u), r_hard(u), u / 2))

# --- 3. Long-channel limit by symbolic series
us = sp.symbols("u", positive=True)
ser_s = sp.series((1 + us - sp.sqrt(1 + 2 * us)) / us, us, 0, 3).removeO()
ser_h = sp.series((sp.sqrt(1 + us**2) - 1) / us, us, 0, 4).removeO()
assert sp.expand(ser_s - (us / 2 - us**2 / 2)) == 0
assert sp.expand(ser_h - (us / 2 - us**3 / 8)) == 0

# --- 4. Constant-mobility profile: where does it break the velocity limit?
u = VOV / (EC * L)
j_square = quad(lambda v: MU * COX * (VOV - v), 0, VOV)[0] / L
assert abs(j_square / (MU * COX * VOV**2 / (2 * L)) - 1) < 1e-10


def position(v):
    return quad(lambda w: MU * COX * (VOV - w), 0, v)[0] / j_square


def classical_speed(v, h=1e-5):
    return MU * 2 * h / (position(v + h) - position(v - h))


v_break = brentq(lambda v: classical_speed(v) - VSAT, 0.01, 0.99)
break_distance = L - position(v_break)
assert abs(break_distance / (L * u**2 / 4) - 1) < 1e-5
assert abs((1 - v_break / VOV) / (u / 2) - 1) < 1e-5
v_1nm = brentq(lambda v: L - position(v) - 1e-9, 0.5, 0.9999)
speed_1nm = classical_speed(v_1nm)
assert abs(speed_1nm / (MU * VOV / (2 * L * math.sqrt(1e-9 / L))) - 1) < 1e-4


# --- 5. Quasi-2D channel beyond saturation
def march(j, lam, speed):
    """Integrate from the source until V reaches VD_HIGH; s = x/L."""
    e0 = math.exp(brentq(lambda a: COX * VOV * speed(math.exp(a)) - j, 0, 25))
    stiff = (L / lam) ** 2

    def rhs(s, y):
        field = max(y[1], 1e-6) / L
        return [y[1], (y[0] - VOV + j / speed(field) / COX) * stiff]

    def at_drain(s, y):
        return y[0] - VD_HIGH
    at_drain.terminal = True
    sol = solve_ivp(rhs, (0, 3), [0.0, e0 * L], method="LSODA", rtol=1e-7,
                    atol=1e-9, events=at_drain, dense_output=True)
    assert len(sol.t_events[0]) == 1
    return sol


def solve_device(lam, speed, j_guess):
    scale = brentq(lambda k: march(k * j_guess, lam, speed).t_events[0][0] - 1,
                   0.9, 1.5, xtol=1e-7)
    j = scale * j_guess
    sol = march(j, lam, speed)
    e_drain = sol.y_events[0][0][1] / L
    return j, j / speed(e_drain), e_drain, sol


q_source = COX * VOV
q_s, q_h = q_source * r_smooth(u), q_source * r_hard(u)
j_s, j_h = q_s * VSAT, q_h * VSAT
dev_s, runs_s = [], []
for lam in (20e-9, 10e-9, 5e-9):
    run = solve_device(lam, smooth, j_s)
    runs_s.append(run)
    dev_s.append(abs(run[1] / q_s - 1))
assert dev_s[0] > dev_s[1] > dev_s[2] and dev_s[2] < 0.08
runs_h = [solve_device(lam, hard, j_h) for lam in (20e-9, 5e-9)]
dev_h = [abs(run[1] / q_h - 1) for run in runs_h]
assert dev_h[0] > dev_h[1] and dev_h[1] < 0.08
# control: without the velocity cap the drain charge heads for zero
runs_u = [solve_device(lam, uncapped, j_square) for lam in (20e-9, 5e-9)]
assert runs_u[0][1] / runs_u[1][1] > 3
assert runs_s[0][1] / runs_s[2][1] < 1.3

# --- 6. Gauss balance where the gate-only charge formula is negative
lam_ex = 20e-9
j_ex, q_ex, e_ex, sol_ex = runs_s[0]
s_end = sol_ex.t_events[0][0]
s_zero = brentq(lambda s: sol_ex.sol(s)[0] - VOV, 0, s_end)
s_grid = np.linspace(s_zero, s_end, 4001)
v_grid, f_grid = sol_ex.sol(s_grid)
q_grid = np.array([j_ex / smooth(f / L) for f in f_grid])
carriers = simpson(q_grid, x=s_grid * L)
gate_part = simpson(COX * (VOV - v_grid), x=s_grid * L)
field_part = COX * lam_ex**2 * (f_grid[-1] - f_grid[0]) / L
assert gate_part < 0 < carriers
assert abs((gate_part + field_part) / carriers - 1) < 5e-3

# --- Printed numbers
print("INPUTS")
print(f"channel length L = {L*1e6:.1f} um; oxide {TOX*1e9:.1f} nm, eps_r {EPS_R}")
print(f"overdrive = {VOV:.1f} V; mobility = {MU*1e4:.0f} cm^2/(V s)")
print(f"saturation velocity = {VSAT*100:.1e} cm/s")
print(f"oxide capacitance = {COX*100:.4f} uF/cm^2")
print(f"critical field EC = {EC*1e-6:.2f} V/um; EC*L = {EC*L:.2f} V; u = {u:.3f}")
print(f"source density = {q_source*DENS:.3f} e12 cm^-2")
print("CONSTANT-MOBILITY MODEL")
print(f"square-law current = {j_square:.1f} uA/um")
print(f"velocity limit broken {break_distance*1e9:.1f} nm before the drain")
print(f"charge ratio there = {1-v_break/VOV:.3f}")
print(f"its velocity 1 nm before the drain = {speed_1nm*100:.2e} cm/s")
print("BOUNDED VELOCITY, ONSET OF SATURATION")
for name, r, j in (("smooth", r_smooth(u), j_s), ("hard", r_hard(u), j_h)):
    print(f"{name}: VDsat = {VOV*(1-r):.4f} V; current = {j:.1f} uA/um")
    print(f"{name}: Qd/Qs = {r:.4f}; drain density = {r*q_source*DENS:.3f} e12 cm^-2")
print(f"smooth-law current at VD = {vd_test} V: formula "
      f"{current_smooth(vd_test, L):.3f}, numeric {j_num_smooth:.3f} uA/um")
print("LENGTH TABLE: L (um), u, Qd/Qs smooth, Qd/Qs hard, u/2")
for length, uu, rs, rh, lim in table:
    print(f"{length*1e6:5.1f} {uu:7.3f} {rs:8.4f} {rh:8.4f} {lim:8.4f}")
print(f"QUASI-2D, smooth law, VD = {VD_HIGH:.1f} V, lambda = {lam_ex*1e9:.0f} nm")
print(f"current = {j_ex:.1f} uA/um; drain field = {e_ex*1e-6:.1f} V/um")
print(f"V = overdrive is reached {(s_end-s_zero)*L*1e9:.1f} nm before the drain")
print(f"density there = {q_grid[0]*DENS:.3f} e12 cm^-2")
print(f"density at drain = {q_ex*DENS:.3f} e12 cm^-2")
print(f"bound J/(q vsat) = {j_ex/VSAT*DENS:.3f} e12 cm^-2")
print(f"gate-only formula at drain = {COX*(VOV-VD_HIGH)*DENS:.3f} e12 cm^-2")
print("Charge per width from that point to the drain (electrons per um):")
to_count = 1e-6 / Q_E
print(f"carriers {carriers*to_count:.1f}; gate part {gate_part*to_count:.1f}; "
      f"longitudinal part {field_part*to_count:.1f}")
print("DRAIN DENSITY (e12 cm^-2) AS LAMBDA SHRINKS")
for lam, run in zip((20, 10, 5), runs_s):
    print(f"smooth law, lambda {lam:2d} nm: {run[1]*DENS:.4f}")
for lam, run in zip((20, 5), runs_h):
    print(f"hard law,   lambda {lam:2d} nm: {run[1]*DENS:.4f}")
for lam, run in zip((20, 5), runs_u):
    print(f"no cap,     lambda {lam:2d} nm: {run[1]*DENS:.4f}")
print("done: every assertion held")
```

Printed output:

```
INPUTS
channel length L = 1.0 um; oxide 5.0 nm, eps_r 3.9
overdrive = 1.0 V; mobility = 400 cm^2/(V s)
saturation velocity = 1.0e+07 cm/s
oxide capacitance = 0.6906 uF/cm^2
critical field EC = 2.50 V/um; EC*L = 2.50 V; u = 0.400
source density = 4.311 e12 cm^-2
CONSTANT-MOBILITY MODEL
square-law current = 138.1 uA/um
velocity limit broken 40.0 nm before the drain
charge ratio there = 0.200
its velocity 1 nm before the drain = 6.32e+07 cm/s
BOUNDED VELOCITY, ONSET OF SATURATION
smooth: VDsat = 0.8541 V; current = 100.8 uA/um
smooth: Qd/Qs = 0.1459; drain density = 0.629 e12 cm^-2
hard: VDsat = 0.8074 V; current = 133.0 uA/um
hard: Qd/Qs = 0.1926; drain density = 0.830 e12 cm^-2
smooth-law current at VD = 0.5 V: formula 86.328, numeric 86.328 uA/um
LENGTH TABLE: L (um), u, Qd/Qs smooth, Qd/Qs hard, u/2
  0.1   4.000   0.5000   0.7808   2.0000
  1.0   0.400   0.1459   0.1926   0.2000
 10.0   0.040   0.0192   0.0200   0.0200
QUASI-2D, smooth law, VD = 2.0 V, lambda = 20 nm
current = 106.4 uA/um; drain field = 58.9 V/um
V = overdrive is reached 35.4 nm before the drain
density there = 0.811 e12 cm^-2
density at drain = 0.692 e12 cm^-2
bound J/(q vsat) = 0.664 e12 cm^-2
gate-only formula at drain = -4.311 e12 cm^-2
Charge per width from that point to the drain (electrons per um):
carriers 260.9; gate part -559.3; longitudinal part 820.2
DRAIN DENSITY (e12 cm^-2) AS LAMBDA SHRINKS
smooth law, lambda 20 nm: 0.6922
smooth law, lambda 10 nm: 0.6616
smooth law, lambda  5 nm: 0.6459
hard law,   lambda 20 nm: 0.8967
hard law,   lambda  5 nm: 0.8510
no cap,     lambda 20 nm: 0.0446
no cap,     lambda  5 nm: 0.0109
done: every assertion held
```
